# Cycle count and width noise in digital etching of a fin

## Problem

A III-V semiconductor fin of width $W_0=20$ nm is to be thinned to $W_{\rm t}=7$ nm. In each cycle an oxide grows on both sidewalls for a time $t$, and is then removed completely without attack on the semiconductor. How many cycles are needed, what oxidation time centres the result on the target, and what width variance does the cycle noise cause?

The oxide grows by field-driven ion transport, with a fixed voltage $V=1$ V across it. An ion of charge $q=3e$, where $e$ is the elementary charge, sits a distance $s=0.2$ nm from the top of a barrier $U=2.4\times10^{-19}$ J. In an oxide of thickness $x$ the field $V/x$ lowers this barrier by $qsV/x$. With attempt speed $u_{00}=1000$ m/s,

$$
\frac{dx}{dt}=u_0e^{x_1/x},\qquad
x_1=\frac{qsV}{kT},\qquad
u_0=u_{00}e^{-U/(kT)} .
$$

Here $k$ is the Boltzmann constant and $T=300$ K. The nominal time is 60 s. One volume of consumed semiconductor gives $R=1.5$ volumes of oxide. These are round model parameters, not data for a particular compound. At an oxide thickness of about 1 nm the field is near $10^9$ V/m, at or above the breakdown field of many thicker oxides, and it is higher still early in growth; the model assumes that neither breakdown nor leakage lowers the voltage. Such an oxide is only two to three ion hops of length $2s=0.4$ nm thick, and each sidewall recedes by only a few atomic layers per cycle. The smooth rate law is therefore an idealization: $x$ is an average thickness, and changes of a few hundredths of a nanometre have meaning only as averages along the fin.

The errors have zero mean and the following standard deviations:

- oxidation time, $\sigma_t=1$ s; temperature, $\sigma_T=0.5$ K; voltage, $\sigma_V=20$ mV. Each is constant within a cycle, common to both sidewalls, and independent from cycle to cycle;
- local recession of each sidewall, $\sigma_l=0.03$ nm per cycle, independent between sidewalls and cycles;
- a voltage offset constant through a run, $\sigma_{\rm run}=10$ mV, to be treated separately.

All these sources are mutually independent. The sidewalls are flat, growth is one-dimensional, no oxide dissolves during oxidation, and the width is averaged along the fin. Variation of the incoming width is left out; if independent, its variance would be added.

## First estimate by scaling

The parameters give $x_1=23.21$ nm and $u_0=6.845\times10^{-23}$ m/s. The exponential rate falls steeply as the oxide thickens, so growth becomes slow when the time for a further thickness of order $X$ is comparable with $t$:

$$
\frac{X}{t}\sim u_0e^{x_1/X}
\quad\Longrightarrow\quad
\frac{x_1}{X}\sim\ln\frac{X}{u_0t}.
$$

Inside the logarithm a rough $X\sim1$ nm suffices. For $t=60$ s the logarithm is 26.2, hence $X\sim23.21/26.2=0.89$ nm. The two sidewalls lose $2X/R\sim1.18$ nm per cycle, and removing 13 nm takes about $13/1.18\approx11$ cycles.

For the noise, the logarithm varies slowly, so $X$ is roughly proportional to $x_1$, and thus to $V$. A 2% voltage error changes the loss by about 0.024 nm. Neglecting time and temperature errors, and adding variances over 11 cycles,

$$
\operatorname{Var}W\sim11\left[(0.0236)^2+2(0.03)^2\right]\ {\rm nm}^2
\approx0.026\ {\rm nm}^2,
$$

a standard deviation of about 0.16 nm.

## Exact growth law and first-order noise

### Oxide thickness

Separate the variables and integrate from bare semiconductor to the final thickness $X$:

$$
u_0t=\int_0^X e^{-x_1/x}\,dx .
$$

Put $y=X/x$, so that $dx=-X\,dy/y^2$. The limits $x=0$ and $x=X$ become $y=\infty$ and $y=1$; the minus sign reverses them. With $z=x_1/X$,

$$
u_0t=X\int_1^\infty\frac{e^{-zy}}{y^2}\,dy=X E_2(z). \tag{1}
$$

This is exact for the stated rate law. Two simplifications in that law need checking.

First, the barrier vanishes at $x_c=qsV/U=0.40$ nm, below which the speed should be capped at $u_{00}$. Capped growth through this layer takes $x_c/u_{00}=4\times10^{-13}$ s. The uncapped law takes less, since its speed there exceeds $u_{00}$. Either time is negligible.

Second, backward jumps face a barrier raised by $qsV/x$. Their rate relative to forward jumps is $e^{-2x_1/x}$, which is largest at the final thickness and is there about $10^{-20}$ at the nominal time.

Equation (1) has no finite limit for $X$ as $t\to\infty$. The oxidation is self-limiting only in the sense that growth becomes very slow: doubling the nominal time thickens the oxide by 2.9%.

### Sensitivity to time, temperature and voltage

Take the logarithm of (1) and differentiate. Since $dE_2/dz=-E_1$,

$$
d\ln X-\frac{zE_1}{E_2}\,d\ln z=d\ln u_0+d\ln t .
$$

Integration by parts gives $E_2=e^{-z}-zE_1$. Define $g=e^zE_2(z)$; then $zE_1/E_2=1/g-1$. Also $d\ln z=d\ln x_1-d\ln X$. Substitution gives

$$
\frac1g\,d\ln X=
\left(\frac1g-1\right)d\ln x_1+d\ln u_0+d\ln t .
$$

Multiply by $g$, and use $d\ln x_1=d\ln V-d\ln T$ and $d\ln u_0=(U/kT)\,d\ln T$:

$$
d\ln X=g\,d\ln t+(1-g)\,d\ln V+S_T\,d\ln T, \tag{2}
$$

$$
S_T=g\left(1+\frac{U}{kT}\right)-1 .
$$

The size of $g$ follows from its integral form. For $y>1$, $\ln y<y-1$, so $y^{-2}>e^{-2(y-1)}$ and

$$
g=\int_1^\infty\frac{e^{-z(y-1)}}{y^2}\,dy>\frac1{z+2}.
$$

Similarly $y^{-1}>e^{-(y-1)}$ gives $e^zE_1>1/(z+1)$. Since $g=1-ze^zE_1$, it follows that $g<1/(z+1)$. At large $z$ a relative time error is therefore reduced by a factor of order $z$, while a relative voltage error passes almost undiminished. Within this model, self-limitation suppresses relative timing errors but not errors in the voltage across the oxide. The model takes $V$, $U$ and $u_{00}$ to be independent of temperature; where the oxide voltage is set by surface chemistry rather than applied, its own temperature dependence would change $S_T$.

### Mean and variance after $n$ cycles

Complete removal restarts each cycle from bare semiconductor, so no thickness error is carried into the next oxidation. To first order the width loss in cycle $i$ is

$$
\Delta_i=d(1+\varepsilon_i)+\eta_{i,L}+\eta_{i,R},
\qquad d=\frac{2X}{R}.
$$

The common relative error $\varepsilon_i$ follows from (2), and $\eta_{i,L},\eta_{i,R}$ are the local sidewall errors. Independence removes the cross terms:

$$
\sigma_c^2=g^2\frac{\sigma_t^2}{t^2}
+(1-g)^2\frac{\sigma_V^2}{V^2}
+S_T^2\frac{\sigma_T^2}{T^2},
$$

$$
v=\operatorname{Var}\Delta_i=d^2\sigma_c^2+2\sigma_l^2 .
$$

The common error acts on the full two-sided loss $d$, whereas the local variances of the two sides add. After $n$ cycles,

$$
\langle W_n\rangle=W_0-nd,\qquad
\operatorname{Var}W_n=nv. \tag{3}
$$

A run-constant voltage offset shifts every loss by the same amount, with standard deviation $b=d(1-g)\sigma_{\rm run}/V$. The shifts add in amplitude, so the extra variance is $n^2b^2$, not $nb^2$.

### Choosing the integer

Let $D=W_0-W_{\rm t}=13$ nm. At fixed oxidation time the mean-square error about the target is

$$
J(n)=(D-nd)^2+nv+n^2b^2
$$

$$
\phantom{J(n)}=(d^2+b^2)n^2-(2Dd-v)n+D^2 .
$$

This is an upward parabola with its minimum at

$$
n_0=\frac{Dd-v/2}{d^2+b^2}.
$$

A parabola is symmetric about its minimum, so the best integer is the one nearest $n_0$, or zero if $n_0<0$.

At 60 s, (1) gives $X=1.009$ nm and $d=2(1.009)/1.5=1.345$ nm. Without noise $D/d=9.67$; the noise terms change this by less than 0.01. The choice is **10 cycles**. The mean width is then $20-10(1.3448)=6.55$ nm, which is 0.45 nm below target.

### Centring by oxidation time

Keep $n=10$ and require $nd=D$:

$$
X_*=\frac{RD}{2n}=\frac{1.5\times13}{20}\ {\rm nm}=0.975\ {\rm nm}.
$$

Then $z=23.209/0.975=23.80$ and $g=0.0389$. Equation (1) gives

$$
t_*=\frac{X_*E_2(z)}{u_0}=\frac{X_*g\,e^{-z}}{u_0}=25.4\ {\rm s}.
$$

The time falls by more than half to change the thickness by about 3%, as the small $g$ implies.

The loss per cycle is now $d=1.3$ nm, with $1-g=0.961$ and $S_T=1.29$. The contributions to the variance after ten cycles are:

- voltage: $10(1.3\times0.961\times0.02)^2=0.00624$ nm²;
- temperature: $10(1.3\times1.29\times0.5/300)^2=0.00008$ nm²;
- time: $10(1.3\times0.0389/25.4)^2=0.00004$ nm²;
- local recession: $10\times2(0.03)^2=0.01800$ nm².

Their sum is **0.0244 nm²**, a standard deviation of **0.156 nm**. Local recession supplies about three quarters of the variance and voltage nearly all the rest.

The run offset adds $(10\times1.3\times0.961\times0.01)^2=0.0156$ nm² and raises the standard deviation to 0.200 nm. Although $\sigma_{\rm run}$ is half of $\sigma_V$, its variance is 2.5 times the cycle-voltage contribution, because $n^2(1/2)^2/n=n/4=2.5$.

Simulation of 40,000 fins with the full nonlinear growth law gives 0.0242 nm² without the offset and 0.0403 nm² with it, both within the tested sampling tolerance. The curvature of the response shifts the mean by only 0.0004 nm, so first-order noise theory is adequate here.

## Comparison of the estimate and the solution

Writing (1) as $u_0t=Xge^{-z}$ and taking logarithms gives

$$
z=\ln\frac{X}{u_0t}+\ln g .
$$

The scaling estimate omitted $\ln g$. At 60 s, $g=0.0401$ and $\ln g=-3.2$, which lowers $z$ from 26.2 to 23.0. The estimated oxide was therefore about 12% too thin, and the estimated count was 11 instead of 10.

The noise estimate, 0.161 nm, is closer to the calculated 0.156 nm. The extra cycle raised the local variance by 10%. In the voltage term, two differences nearly cancel: the estimate omitted the factor $(1-g)^2$, but divided the same total removal among more cycles.

This division can be seen by putting $d=D/n$ in (3):

$$
\operatorname{Var}W_n=\frac{D^2\sigma_c^2}{n}+2n\sigma_l^2 .
$$

At fixed $\sigma_c$, more cycles average the common noise but accumulate local noise. Centring with more cycles, however, needs a shorter oxidation, which raises $\sigma_t/t$ and hence the time part of $\sigma_c$: eleven cycles would need only about 2 s each, against a timing error of 1 s. The offset variance becomes $D^2(1-g)^2\sigma_{\rm run}^2/V^2$; it depends on $n$ only through $g$, which falls slightly as $n$ rises, so adding cycles does not reduce it.

Nine cycles could also be centred. They need $X=1.083$ nm and $z=21.42$, and the bounds on $g$ place the oxidation time between 335 and 351 s. The cycle-noise standard deviation would be about 0.15 nm, a small gain for more than ten times the oxidation time per cycle. Ten is thus the best count at the fixed 60 s, not an optimum over all times.

Complete removal is essential to these results. Suppose a residue $r=0.1$ nm of the same oxide remains after each removal. Since $r<x_c$, the time saved by starting from $r$ is negligible and the oxide still reaches $X$. Each cycle after the first then consumes $(X-r)/R$ per side instead of $X/R$. The final fin is wider by

$$
\frac{2(n-1)r}{R}=\frac{2\times9\times0.1}{1.5}\ {\rm nm}=1.2\ {\rm nm},
$$

several times the random spread. The formulas also fail if corner growth matters, if the oxide voltage drifts during a cycle, or if errors are too large for (2). Correlation between cycles invalidates the factor $n$ in (3); the run offset is its limiting case. The numerical output follows.

## Calculated quantities

```
Start width: 20 nm
Target width: 7 nm
Ion charge / elementary charge: 3 1
Distance to barrier top: 0.2 nm
Barrier energy: 2.4e-19 J
Attempt speed: 1000 m/s
Temperature: 300 K
Oxide voltage: 1 V
Oxide/semiconductor volume ratio: 1.5 1
Field length x1: 23.209 nm
Zero-field speed u0: 6.84452e-23 m/s
Barrier energy / kT: 57.9438 1
Thickness where barrier vanishes: 0.400544 nm
Time in capped growth: 4.00544e-13 s
Nominal oxidation time: 60 s
Nominal oxide thickness: 1.00862 nm
Nominal z: 23.0107 1
Nominal backward/forward jump ratio: 1.03083e-20 1
Nominal time sensitivity g: 0.0401026 1
Thickness ratio on doubling nominal time: 1.02856 1
Nominal width loss per cycle: 1.34483 nm
Unrounded removal / nominal loss: 9.66667 1
Best integer cycle count: 10 1
Width after best count at nominal time: 6.55172 nm
Tuned oxidation time: 25.4207 s
Tuned oxide thickness: 0.975 nm
Tuned z: 23.8041 1
Tuned width loss per cycle: 1.3 nm
Tuned time sensitivity: 0.0388626 1
Tuned temperature sensitivity: 1.29071 1
Tuned voltage sensitivity: 0.961137 1
Time standard deviation: 1 s
Temperature standard deviation: 0.5 K
Cycle voltage standard deviation: 0.02 V
Run voltage standard deviation: 0.01 V
Local recession standard deviation: 0.03 nm
Total time variance: 3.94981e-05 nm^2
Total temperature variance: 7.82061e-05 nm^2
Total voltage variance: 0.00624479 nm^2
Total local variance: 0.018 nm^2
Cycle-noise width variance: 0.0243625 nm^2
Cycle-noise width standard deviation: 0.156085 nm
Simulated cycle-noise variance: 0.0242112 nm^2
Noise-induced mean width shift: 0.000401919 nm
Run-offset width variance: 0.015612 nm^2
Combined width standard deviation: 0.199936 nm
Simulated combined variance: 0.0403085 nm^2
Residue thickness in contrast case: 0.1 nm
Extra final width from residue: 1.2 nm
Number of simulated fins: 40000 1
```
